# Bandwidth of a Defect Level in a Periodic Array of Delta Wells: a numerical check

```python
# Result under test: for attractive delta defects a distance L apart,
# the width W of the lowest band obeys W / (8 Eb exp(-y)) -> 1 for large y,
# with leading relative correction (6 y^2 - 10 y + 3) exp(-2 y).
# kappa = decay constant of the isolated state, Eb = its binding energy,
# y = kappa L. Scaled units: hbar = m = kappa = 1, hence Eb = 1/2.
# The worked example uses nm and eV.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigvalsh
from scipy.optimize import brentq


def band_edges(y):
    """Scaled decay constants at the bottom and top of the band (y > 2)."""
    bottom = brentq(lambda q: q * np.tanh(q * y / 2) - 1, 1.0, 3.0,
                    xtol=1e-14)
    top = brentq(lambda q: q / np.tanh(q * y / 2) - 1, 1e-6, 1.0,
                 xtol=1e-14)
    return bottom, top


def width_over_eb(y):
    bottom, top = band_edges(y)
    return bottom**2 - top**2


def grid_ground(y, phase, potential):
    """Lowest Bloch energy by finite differences over one cell."""
    n = len(potential)
    h = y / n
    ham = np.zeros((n, n), dtype=complex)
    i = np.arange(n)
    ham[i, i] = 1 / h**2 + potential
    ham[i[:-1], i[1:]] = -0.5 / h**2
    ham[i[1:], i[:-1]] = -0.5 / h**2
    ham[0, -1] += -0.5 / h**2 * np.exp(-1j * phase)
    ham[-1, 0] += -0.5 / h**2 * np.exp(1j * phase)
    return eigvalsh(ham, subset_by_index=[0, 0])[0]


def delta_potential(y, n):
    potential = np.zeros(n)
    potential[0] = -n / y
    return potential


# Width from direct diagonalization against edge equations and the limit
for y in (2.5, 4.0):
    pot = delta_potential(y, 500)
    grid_width = 2 * (grid_ground(y, np.pi, pot) - grid_ground(y, 0, pot))
    assert abs(grid_width / width_over_eb(y) - 1) < 1e-3

y_test = 6.0
pot = delta_potential(y_test, 600)
phases = np.linspace(0, np.pi, 5)
levels = np.array([grid_ground(y_test, ph, pot) for ph in phases])
grid_ratio = 2 * (levels[-1] - levels[0]) / (8 * np.exp(-y_test))
corr = (6 * y_test**2 - 10 * y_test + 3) * np.exp(-2 * y_test)
assert abs(grid_ratio / (1 + corr) - 1) < 5e-4

# Cosine dispersion; remaining deviation is of second order in exp(-y)
cosine = -0.5 - 2 * np.exp(-y_test) * np.cos(phases)
cos_dev = np.max(np.abs(levels - cosine)) / (levels[-1] - levels[0])
assert cos_dev < 0.02

# Quarter-zone shift +4 Eb exp(-2y)
quarter_shift = grid_ground(4.0, np.pi / 2, delta_potential(4.0, 800)) + 0.5
quarter_ratio = quarter_shift / (2 * np.exp(-8.0))
assert abs(quarter_ratio - 1) < 0.03

# The upper edge crosses zero energy at y = 2
top_below = grid_ground(1.8, np.pi, delta_potential(1.8, 300))
top_above = grid_ground(2.2, np.pi, delta_potential(2.2, 300))
assert top_below > 0 > top_above

# Leading correction from high-precision roots
mp.mp.dps = 40
ym = mp.mpf(12)
small = mp.exp(-ym)
q_low = mp.findroot(lambda q: q * mp.tanh(q * ym / 2) - 1, 1 + 2 * small)
q_top = mp.findroot(lambda q: q * mp.coth(q * ym / 2) - 1, 1 - 2 * small)
coef_num = float(((q_low**2 - q_top**2) / (8 * small) - 1) / small**2)
coef_formula = 6 * 12**2 - 10 * 12 + 3
assert abs(coef_num / coef_formula - 1) < 1e-6

# Overlap and hopping from integrals over two isolated states
y_hop = 5.0


def product(x):
    return np.exp(-abs(x) - abs(x - y_hop))


def slope_product(x):
    return np.sign(x) * np.sign(x - y_hop) * product(x)


pieces = [(-30, 0), (0, y_hop), (y_hop, y_hop + 30)]
overlap = sum(quad(product, a, b)[0] for a, b in pieces)
kinetic = 0.5 * sum(quad(slope_product, a, b)[0] for a, b in pieces)
h01 = kinetic - product(0) - product(y_hop)
hopping = h01 + 0.5 * overlap
assert abs(overlap / ((1 + y_hop) * np.exp(-y_hop)) - 1) < 1e-6
assert abs(hopping / (-np.exp(-y_hop)) - 1) < 1e-6

# Worked example: rough host values, chosen level depth
mass_ratio, gap, permittivity = 0.34, 3.1, 10.0
eb = 0.30
hbar2_2m = (const.hbar**2 / (2 * mass_ratio * const.m_e)
            / const.e * 1e18)
kappa = np.sqrt(eb / hbar2_2m)
delta_strength = 2 * hbar2_2m * kappa
spacings = (2.0, 3.0, 4.0, 5.0)
target = 1e-3
l_target = np.log(8 * eb / target) / kappa
w_target = eb * width_over_eb(kappa * l_target)
assert abs(w_target / target - 1) < 0.01

length = 3.0
y3 = kappa * length
w3 = eb * width_over_eb(y3)
bottom3, top3 = band_edges(y3)
shift_zero = -eb * (bottom3**2 - 1)
shift_edge = eb * (1 - top3**2)
q_quarter = brentq(lambda q: q - np.tanh(q * y3), 0.5, 1.5, xtol=1e-14)
shift_quarter = eb * (1 - q_quarter**2)

# Finite range: square well with the same isolated binding energy
half_nm = 0.2
b = kappa * half_nm
p_iso = brentq(lambda p: p * np.tan(p * b) - 1, 0.01, 1.5 / b)
depth2 = p_iso**2 + 1


def well_edge(odd):
    def mismatch(q):
        p = np.sqrt(depth2 - q * q)
        t = np.tanh(q * (y3 / 2 - b))
        return p * np.tan(p * b) - (q / t if odd else q * t)
    return brentq(mismatch, 0.5, 1.5, xtol=1e-14)


w_well = eb * (well_edge(False)**2 - well_edge(True)**2)
n_well = 600
index = np.arange(n_well)
distance = np.minimum(index, n_well - index)
edge_index = round(half_nm / length * n_well)
weight = np.where(distance < edge_index, 1.0, 0.0)
weight[distance == edge_index] = 0.5
pot_well = -0.5 * depth2 * weight
w_well_grid = 2 * eb * (grid_ground(y3, np.pi, pot_well)
                        - grid_ground(y3, 0, pot_well))
assert abs(w_well_grid / w_well - 1) < 3e-3

# Three dimensions: zero-range defects on a simple cubic lattice
m = np.arange(-8, 9)
nx, ny, nz = np.meshgrid(m, m, m, indexing="ij")
keep = (nx**2 + ny**2 + nz**2) > 0
radius = y3 * np.sqrt(nx**2 + ny**2 + nz**2)[keep]
parity = (1 - 2 * ((nx + ny + nz) % 2))[keep]


def cubic_root(signs):
    return brentq(lambda q: q - 1 - np.sum(signs * np.exp(-q * radius)
                                         / radius), 0.5, 1.5, xtol=1e-14)


w_cubic = eb * (cubic_root(1)**2 - cubic_root(parity)**2)
w_cubic_nn = 24 * eb * np.exp(-y3) / y3
assert abs(w_cubic_nn / w_cubic - 1) < 0.06


def site_green(n, h, phase, energy):
    """On-site Green function of a periodic cubic grid, sign reversed."""
    e1 = (1 - np.cos((2 * np.pi * np.arange(n) + phase) / n)) / h**2
    plane = e1[:, None] + e1[None, :] - energy
    return sum(np.mean(1 / (plane + e)) for e in e1) / n


def grid_cubic_width(n):
    h = y3 / n
    # a cell three times longer stands for the isolated defect
    inverse_strength = site_green(3 * n, h, 0.0, -0.5)
    energies = [brentq(lambda e: site_green(n, h, ph, e)
                       - inverse_strength, -0.9, -0.2, xtol=1e-12)
                for ph in (0.0, np.pi)]
    return 2 * eb * (energies[1] - energies[0])


# the leading grid error is linear in the step and is extrapolated away
w_cubic_grid = 2 * grid_cubic_width(80) - grid_cubic_width(40)
assert abs(w_cubic_grid / w_cubic - 1) < 0.02

# Two-band host: decay constant at the level, checked by its matrix
kappa_two = kappa * np.sqrt(1 - eb / gap)
coupling = 1j * np.sqrt(gap * hbar2_2m) * kappa_two
two_band = np.linalg.eigvals(np.array([[0, coupling], [coupling, -gap]]))
assert abs(np.max(two_band.real) + eb) < 1e-9
factor_two = np.exp((kappa - kappa_two) * length)

spacing_factor = np.exp(kappa * 0.1)
thermal = const.k * 300 / const.e
coulomb = (const.e / (4 * np.pi * const.epsilon_0 * permittivity
                      * length * 1e-9))

print("TESTS IN SCALED UNITS")
for y in (3.0, 5.0, 8.0, 12.0):
    ratio = width_over_eb(y) / (8 * np.exp(-y))
    print(f"y = {y:4.1f}: W/(8 Eb exp(-y)) = {ratio:.6f}")
print(f"grid diagonalization, y = 6: same ratio = {grid_ratio:.5f}")
print(f"1 + leading correction, y = 6: {1 + corr:.5f}")
print(f"largest deviation from cosine, y = 6: {100*cos_dev:.2f} % of W")
print(f"quarter-zone shift/(4 Eb exp(-2y)), y = 4: {quarter_ratio:.4f}")
print(f"band top at y = 1.8: {2*top_below:+.4f} Eb")
print(f"band top at y = 2.2: {2*top_above:+.4f} Eb")
print(f"correction coefficient, y = 12, roots: {coef_num:.4f}")
print(f"correction coefficient, y = 12, formula: {coef_formula:.4f}")
print(f"overlap integral, y = 5: {overlap:.6f}")
print(f"hopping from integrals, y = 5: {2*hopping:.6f} Eb")
print("EXAMPLE")
print(f"effective mass (rough) = {mass_ratio:.2f} m_e")
print(f"level depth Eb (chosen) = {eb:.2f} eV")
print(f"hbar^2/2m = {hbar2_2m:.5f} eV nm^2")
print(f"kappa = {kappa:.4f} 1/nm")
print(f"decay length 1/kappa = {1/kappa:.4f} nm")
print(f"delta strength g = {delta_strength:.4f} eV nm")
for s in spacings:
    exact = 1e3 * eb * width_over_eb(kappa * s)
    limit = 8e3 * eb * np.exp(-kappa * s)
    print(f"L = {s:.0f} nm: y = {kappa*s:.3f}, W = {exact:.3f} meV, "
          f"limit formula = {limit:.3f} meV")
print(f"L for W = 1 meV by limit formula = {l_target:.3f} nm")
print(f"W from edge equations at that L = {1e3*w_target:.4f} meV")
print(f"L = 3 nm, level shift at k = 0: {1e3*shift_zero:.3f} meV")
print(f"L = 3 nm, level shift at kL = pi: {1e3*shift_edge:.3f} meV")
print(f"L = 3 nm, shift at kL = pi/2: {1e3*shift_quarter:.4f} meV")
print("NEGLECTED EFFECTS AT L = 3 nm")
print(f"square well full width = {2*half_nm:.1f} nm")
print(f"square well depth = {eb*depth2:.3f} eV")
print(f"W with square wells = {1e3*w_well:.3f} meV")
print(f"square-well W / delta W = {w_well/w3:.3f}")
print(f"W on cubic lattice = {1e3*w_cubic:.3f} meV")
print(f"W cubic, nearest neighbours = {1e3*w_cubic_nn:.3f} meV")
print(f"W cubic, grid calculation = {1e3*w_cubic_grid:.3f} meV")
print(f"cubic W / one-dimensional W = {w_cubic/w3:.3f}")
print(f"host gap (rough) = {gap:.1f} eV")
print(f"two-band decay constant = {kappa_two:.4f} 1/nm")
print(f"two-band factor on exponential = {factor_two:.3f}")
print(f"factor on W for L shorter by 0.1 nm = {spacing_factor:.3f}")
print(f"thermal energy at 300 K = {1e3*thermal:.2f} meV")
print(f"relative permittivity (rough) = {permittivity:.0f}")
print(f"Coulomb energy of charged neighbours = {1e3*coulomb:.1f} meV")
print("checks complete")
```

It prints:

```
TESTS IN SCALED UNITS
y =  3.0: W/(8 Eb exp(-y)) = 1.084357
y =  5.0: W/(8 Eb exp(-y)) = 1.004734
y =  8.0: W/(8 Eb exp(-y)) = 1.000035
y = 12.0: W/(8 Eb exp(-y)) = 1.000000
grid diagonalization, y = 6: same ratio = 1.00103
1 + leading correction, y = 6: 1.00098
largest deviation from cosine, y = 6: 1.42 % of W
quarter-zone shift/(4 Eb exp(-2y)), y = 4: 1.0094
band top at y = 1.8: +0.3630 Eb
band top at y = 2.2: -0.2529 Eb
correction coefficient, y = 12, roots: 747.0001
correction coefficient, y = 12, formula: 747.0000
overlap integral, y = 5: 0.040428
hopping from integrals, y = 5: -0.013476 Eb
EXAMPLE
effective mass (rough) = 0.34 m_e
level depth Eb (chosen) = 0.30 eV
hbar^2/2m = 0.11206 eV nm^2
kappa = 1.6362 1/nm
decay length 1/kappa = 0.6112 nm
delta strength g = 0.3667 eV nm
L = 2 nm: y = 3.272, W = 96.286 meV, limit formula = 90.995 meV
L = 3 nm: y = 4.909, W = 17.815 meV, limit formula = 17.718 meV
L = 4 nm: y = 6.545, W = 3.451 meV, limit formula = 3.450 meV
L = 5 nm: y = 8.181, W = 0.672 meV, limit formula = 0.672 meV
L for W = 1 meV by limit formula = 4.757 nm
W from edge equations at that L = 1.0001 meV
L = 3 nm, level shift at k = 0: -8.391 meV
L = 3 nm, level shift at kL = pi: 9.424 meV
L = 3 nm, shift at kL = pi/2: 0.0655 meV
NEGLECTED EFFECTS AT L = 3 nm
square well full width = 0.4 nm
square well depth = 1.125 eV
W with square wells = 18.949 meV
square-well W / delta W = 1.064
W on cubic lattice = 10.928 meV
W cubic, nearest neighbours = 10.829 meV
W cubic, grid calculation = 10.872 meV
cubic W / one-dimensional W = 0.613
host gap (rough) = 3.1 eV
two-band decay constant = 1.5550 1/nm
two-band factor on exponential = 1.276
factor on W for L shorter by 0.1 nm = 1.178
thermal energy at 300 K = 25.85 meV
relative permittivity (rough) = 10
Coulomb energy of charged neighbours = 48.0 meV
checks complete
```
